# Endpoint emission decay with Gaussian clearing times and finite reactor residence time, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the wafer to the emission signal

A plasma etches a film from a wafer. One volatile product emits light at a wavelength that is recorded during the etch. While film covers the whole wafer, the emission stays on a plateau. It falls as the film clears, and the fall is used to decide when to stop.

Two processes spread the fall in time. Different parts of the wafer clear at different moments, and product already in the reactor takes time to leave. The problem is to find the emission when both matter, and to learn what the signal says about the film still present.

Time \(t\) is counted from the start of etching. The local clearing time is \(t_c\), and its distribution has mean \(\mu\) and standard deviation \(\sigma\), with \(\mu\gg\sigma\). The standard normal density and distribution function are

\[
\varphi(y)=\frac{e^{-y^2/2}}{\sqrt{2\pi}},\qquad
\Phi(z)=\int_{-\infty}^{z}\varphi(y)\,dy .
\]

### (a) The product source

**Find the rate at which the wafer releases product, relative to its plateau value. State when a Gaussian distribution of clearing times over the area may be used directly.**

**Solution.** Let \(h(\mathbf x)\) be the initial film thickness at position \(\mathbf x\), and let \(r(\mathbf x)\) be the local etch rate, taken as constant until the film is gone. Then \(t_c=h/r\). If the film contains \(n\) formula units per volume and each yields \(\nu\) molecules of the observed product, unit area releases \(\nu n r\) molecules per time before \(t_c\) and none afterwards. With the unit step \(\Theta\), the whole wafer releases

\[
G(t)=\nu n\int r(\mathbf x)\,\Theta\bigl(t_c(\mathbf x)-t\bigr)\,dA .
\]

Before any part clears, the step equals one everywhere, so \(G_0=\nu n\int r\,dA\). The relative source is therefore

\[
g(t)=\frac{G(t)}{G_0}
=\int w(\mathbf x)\,\Theta\bigl(t_c(\mathbf x)-t\bigr)\,dA,
\qquad
w=\frac{r}{\int r\,dA}.
\]

The weight \(w\) integrates to one. Thus \(g(t)\) is the probability that \(t_c>t\), provided that each area is weighted by its product flux.

If the rate is uniform and the spread comes from thickness, then \(w\) is one divided by the wafer area. Area weighting and flux weighting agree, and \(g\) is also the fraction of the area still covered. For a thickness with mean \(\bar h\) and standard deviation \(\sigma_h\), division by the common rate gives \(\mu=\bar h/r\) and \(\sigma=\sigma_h/r\). A Gaussian thickness distribution then gives the clearing-time density

\[
p(t)=\frac{1}{\sigma}\,\varphi\!\left(\frac{t-\mu}{\sigma}\right).
\]

Integrating this density over all later clearing times gives

\[
g(t)=\int_t^\infty p(t')\,dt'=1-\Phi(z)=\Phi(-z),
\qquad z=\frac{t-\mu}{\sigma}.
\]

The Gaussian assigns a probability \(\Phi(-\mu/\sigma)\) to negative clearing times, which have no physical meaning. The condition \(\mu\gg\sigma\) makes this probability negligible.

If the thickness is uniform and the rate varies, the weights differ. Now \(r=h/t_c\), so each area has a weight proportional to \(1/t_c\). Areas that clear early also emit product faster. Denote an average over area by \(\langle\cdots\rangle\). The flux-weighted mean clearing time is

\[
\frac{\langle t_c\,(1/t_c)\rangle}{\langle 1/t_c\rangle}
=\frac{1}{\langle 1/t_c\rangle}.
\]

Write \(t_c=\mu+\sigma\xi\), where \(\xi\) has zero mean and unit variance. The clearing times must stay well away from zero, so the unphysical far tail of the Gaussian is cut off. To second order in \(\sigma/\mu\),

\[
\left\langle\frac1{t_c}\right\rangle
\approx\frac1\mu\left\langle
1-\frac{\sigma\xi}{\mu}+\frac{\sigma^2\xi^2}{\mu^2}
\right\rangle
=\frac1\mu\left(1+\frac{\sigma^2}{\mu^2}\right).
\]

Its reciprocal is approximately \(\mu-\sigma^2/\mu\). A rate-caused spread thus moves the source slightly earlier. From here on, \(\mu\) and \(\sigma\) refer to the flux-weighted distribution, which is assumed Gaussian.

That assumption depends on the thickness map. Consider a disc of radius \(R\) with a parabolic bowl, for which

\[
t_c=\mu+b\left(\frac{\rho^2}{R^2}-\frac12\right),
\]

where \(\rho\) is the distance from the centre. The fraction of the area inside \(\rho\) is \(\rho^2/R^2\), so this quantity is uniformly distributed between zero and one. The clearing times are then uniformly distributed over a width \(b\), with standard deviation \(b/\sqrt{12}\). This smooth bowl does not produce a Gaussian.

### (b) The reactor balance

**Relate the emission to the source when the reactor is well mixed, and express the residence time through pressure, volume and feed.**

**Solution.** Let \(N(t)\) be the number of product molecules in the reactor. Good mixing means that every gas molecule has the same chance of being pumped away, wherever it was produced.

At pressure \(P\), volume \(V\) and gas temperature \(T\), the ideal-gas law gives a total of \(PV/(k_BT)\) molecules. Let \(F\) be the number of feed molecules entering per time. If the pressure is constant and reactions change the total molecule number little, \(F\) molecules also leave per time. A given molecule then leaves with probability per time

\[
\frac1{\tau_{\rm res}}
=\frac{F}{PV/(k_BT)},
\qquad
\tau_{\rm res}=\frac{PV}{k_BT\,F}.
\]

The plasma or the walls may also destroy the product, with a constant probability per time \(k_d\). Independent loss rates add:

\[
\frac1\tau=\frac1{\tau_{\rm res}}+k_d .
\]

The product balance is production minus loss,

\[
\frac{dN}{dt}=G(t)-\frac{N}{\tau}.
\]

On the plateau \(dN/dt=0\), which gives \(N_0=G_0\tau\).

Let the recorded intensity be \(I=B+cN\). Here \(B\) is a constant background, and \(c\) contains the electron-impact excitation and the optical collection. If \(c\) stays constant through the endpoint, the normalized signal is

\[
S=\frac{I-B}{I_0-B}=\frac{N}{N_0},
\]

where \(I_0\) is the plateau intensity. Dividing the balance by \(N_0=G_0\tau\) gives

\[
\frac{dS}{dt}
=\frac{G}{G_0\tau}-\frac{N}{N_0\tau}
=\frac{g-S}{\tau}.
\]

The signal relaxes towards the present source with time constant \(\tau\). During clearing \(g\) falls first and \(S\) stays above it, so the emission overstates the present source. For a uniform etch rate, it therefore overstates the area still covered.

### (c) The signal for any clearing distribution

**Solve the balance, including the effect of the signal at the start of the etch.**

**Solution.** Multiply the balance by \(e^{t/\tau}\) and move the term in \(S\) to the left:

\[
e^{t/\tau}\left(\frac{dS}{dt}+\frac S\tau\right)
=\frac{d}{dt}\left(e^{t/\tau}S\right)
=\frac{e^{t/\tau}g(t)}{\tau}.
\]

Integrate from zero to \(t\), with \(S(0)=s_0\), and multiply by \(e^{-t/\tau}\):

\[
S(t)=s_0e^{-t/\tau}
+\int_0^t e^{-(t-t')/\tau}g(t')\,\frac{dt'}{\tau}.
\]

The substitution \(s=t-t'\) turns the integral into one over the age \(s\) of the product:

\[
S(t)=s_0e^{-t/\tau}
+\int_0^t e^{-s/\tau}g(t-s)\,\frac{ds}{\tau}.
\]

It is convenient to extend the age integral to infinity. The added piece has \(s>t\), so \(g\) is evaluated at negative times. There the Gaussian formula gives a value that differs from one by less than \(\Phi(-\mu/\sigma)\), and the added piece is \(e^{-t/\tau}\) up to that relative error. Subtracting it again gives

\[
S(t)=\int_0^\infty e^{-s/\tau}g(t-s)\,\frac{ds}{\tau}
+(s_0-1)e^{-t/\tau}.
\]

If etching starts with no product in the reactor, then \(s_0=0\), and the last term describes the initial rise. It has died out before the endpoint if \(\mu\gg\tau\). It vanishes at all times if the signal starts on its plateau, \(s_0=1\). That case is used below.

### (d) The Gaussian result

**Evaluate the signal in closed form for Gaussian clearing times.**

**Solution.** Since \(e^{-s/\tau}/\tau\) is the derivative of \(-e^{-s/\tau}\) with respect to \(s\), integration by parts gives

\[
S(t)=\left[-e^{-s/\tau}g(t-s)\right]_{s=0}^{\infty}
+\int_0^\infty e^{-s/\tau}\frac{d}{ds}g(t-s)\,ds .
\]

The upper boundary contributes zero, and the lower one contributes \(+g(t)\). Because \(g'(t)=-p(t)\), the chain rule gives \(dg(t-s)/ds=-g'(t-s)=p(t-s)\). Hence, with \(t'=t-s\),

\[
S(t)=g(t)+\int_{-\infty}^{t}e^{-(t-t')/\tau}p(t')\,dt' .
\]

The first term is the contribution of areas still being etched. The second comes from areas that have cleared: an area that cleared at \(t'\) now contributes \(e^{-(t-t')/\tau}\) of its former share.

Set \(t'=\mu+\sigma y\) and \(a=\sigma/\tau\). Then \(t-t'=\sigma(z-y)\) and \(p(t')\,dt'=\varphi(y)\,dy\). The upper limit becomes \(y=z\), so the second term is

\[
J=e^{-az}\int_{-\infty}^{z}e^{ay-y^2/2}\,\frac{dy}{\sqrt{2\pi}} .
\]

Completing the square gives

\[
ay-\frac{y^2}{2}=\frac{a^2}{2}-\frac{(y-a)^2}{2}.
\]

The constant \(a^2/2\) leaves the integral, and the shift \(y-a\to y\) changes the upper limit to \(z-a\):

\[
J=e^{-az+a^2/2}\,\Phi(z-a).
\]

Since \(az=(t-\mu)/\tau\), the signal is

\[
\boxed{
S(t)=\Phi(-z)
+\exp\!\left[-\frac{t-\mu}{\tau}+\frac{\sigma^2}{2\tau^2}\right]
\Phi\!\left(z-\frac{\sigma}{\tau}\right)
}.
\]

The formula was compared with direct numerical integration over the age \(s\). The pairs \((\sigma,\tau)\) were \((1.2,1.479)\), \((0.5,2.0)\) and \((2.0,0.7)\) seconds, each at four times from 2 s before \(\mu\) to 5 s after it. The largest difference was \(2\times10^{-16}\) of the plateau, the size of rounding error.

### (e) Fast pumping and simultaneous clearing

**Find the limits \(\tau\to0\) and \(\sigma\to0\).**

**Solution.** Put \(s=\tau u\) in the age integral:

\[
S(t)=\int_0^\infty e^{-u}g(t-\tau u)\,du .
\]

As \(\tau\to0\), \(g(t-\tau u)\to g(t)\), and the remaining integral equals one. Thus \(S\to\Phi(-z)\), and the signal follows the source. For a uniform etch rate, this is the uncleared area fraction. To first order in \(\tau\), the expansion \(g(t-\tau u)\approx g(t)-\tau u\,g'(t)\) and \(\int_0^\infty ue^{-u}du=1\) give

\[
S(t)\approx g(t)-\tau g'(t)\approx g(t-\tau).
\]

For \(\tau\ll\sigma\), finite pumping therefore delays the curve by \(\tau\) without changing its shape to this order.

As \(\sigma\to0\), \(g\) becomes a step from one to zero at \(\mu\). For \(t<\mu\), all ages contribute and \(S=1\). For \(t>\mu\), product was made only at times before \(\mu\), which requires \(s>t-\mu\):

\[
S(t)=\int_{t-\mu}^{\infty}e^{-s/\tau}\frac{ds}{\tau}
=e^{-(t-\mu)/\tau}.
\]

A signal of 10% therefore has no fixed meaning for the film. With very fast pumping and a uniform etch rate, 10% of the wafer area is still covered. With simultaneous clearing, none remains.

### (f) Delay, width and asymmetry

**Treat the fall of the signal as a distribution in time. Find its mean, variance and third central moment.**

**Solution.** Differentiate the age integral and use \(g'=-p\):

\[
-\frac{dS}{dt}
=\int_0^\infty\frac{e^{-s/\tau}}{\tau}\,p(t-s)\,ds .
\]

This is the probability density of a sum \(t_c+s\), where \(t_c\) is Gaussian and \(s\) is an independent exponential delay. The moments of the delay are

\[
\langle s\rangle=\tau,\qquad
\langle s^2\rangle=2\tau^2,\qquad
\langle s^3\rangle=6\tau^3 .
\]

Its variance is \(2\tau^2-\tau^2=\tau^2\). Its third central moment is

\[
\langle s^3\rangle-3\langle s\rangle\langle s^2\rangle+2\langle s\rangle^3
=6\tau^3-6\tau^3+2\tau^3=2\tau^3 .
\]

Means add. For independent variables measured from their means, \(X\) and \(Y\), the cross terms in \(\langle(X+Y)^2\rangle\) and \(\langle(X+Y)^3\rangle\) each contain \(\langle X\rangle\) or \(\langle Y\rangle\), which are zero. Variances and third central moments therefore add too. The third central moment of the Gaussian is zero by symmetry, so the fall has

\[
\text{mean }\mu+\tau,\qquad
\text{variance }\sigma^2+\tau^2,\qquad
\text{third central moment }2\tau^3 .
\]

The reactor delays the fall, broadens it and gives it a long late side. Within this model the asymmetry comes from the reactor alone.

## Second half: what the signal reveals

The symbols carried over are the clearing-time mean \(\mu\) and standard deviation \(\sigma\), the product lifetime \(\tau\), \(z=(t-\mu)/\sigma\) and \(a=\sigma/\tau\). The clearing-time density is \(p(t)\), and the relative source is \(g(t)=\Phi(-z)\). For a uniform etch rate, \(g\) is the uncleared area fraction. The normalized signal obeys \(\tau S'=g-S\), and its solution is

\[
S(t)=g(t)+e^{-(t-\mu)/\tau+a^2/2}\,\Phi(z-a).
\]

The fall of \(S\) has mean time \(\mu+\tau\).

### (g) The late decay

**Find the late form of the signal, decide from which side it is approached, and show how the logarithmic decay rate changes with time.**

This part has derived the emission signal for Gaussian clearing times in a well-mixed reactor, along with its limits and the delay, width and asymmetry of its fall. What remains is to answer the question in (g) about the late decay, recover the film fraction and clearing spread from the signal, and apply the results to an oxide endpoint, with estimates of the neglected effects.
